# Does a positive LUMO energy give a negative electron affinity?

## Question

I ran restricted Hartree-Fock on helium in cc-pVTZ. The total energy is $-2.86115$ hartree and the LUMO energy is $+0.637$ hartree. Koopmans' theorem says that the electron affinity is $-\varepsilon_{\rm LUMO}$, so I read this as an affinity of $-0.637$ hartree. The total energy hardly moves when I go to aug-cc-pVTZ, but the LUMO drops to $0.111$ hartree. Which value is the converged affinity, and does water behave in the same way?

## Answer

Neither value is a converged affinity. For helium the LUMO energy tends to zero as the basis reaches further out, because the orbital is an unbound electron squeezed into the space that the basis covers. For water the computed LUMO also falls towards zero; the dipole places the true limit below zero, by an amount that I have not computed but that appears to be very small.

I use hartree atomic units, fixed nuclei, and the convention $A=E(N)-E(N+1)$, so that a positive $A$ means a bound anion.

### What Koopmans' theorem gives

For a determinant of occupied spin orbitals $i,j$,

$$E(N)=\sum_i h_{ii}+\tfrac12\sum_{ij}\left(\langle ij|ij\rangle-\langle ij|ji\rangle\right).$$

Add a spin orbital $v$ and leave the others unchanged. The double sum gains the pairs $(v,j)$ and $(j,v)$, which are equal and cancel the factor $\tfrac12$. The pair $(v,v)$ contributes zero, since its direct and exchange parts cancel. Hence

$$E(N+1)-E(N)=h_{vv}+\sum_j\left(\langle vj|vj\rangle-\langle vj|jv\rangle\right)=\varepsilon_v .$$

This frozen-orbital identity holds in any finite basis. It does not say that $v$ describes a state that survives when the basis grows.

### Where the continuum of helium begins

Both helium electrons repel the added one, and only the electron of equal spin exchanges with it. Thus

$$F=-\tfrac12\nabla^2-\frac2r+2J-K .$$

Let $\varphi$ be the 1s orbital and $u(r)$ its radial function, with $\int_0^\infty u^2dr=1$. The potential of this spherical charge is

$$J(r)=\frac1r\int_0^r u^2\,dr'+\int_r^\infty\frac{u^2}{r'}\,dr' .$$

Replacing the first integral by $1-\int_r^\infty u^2dr'$ gives the local potential

$$V(r)=-\frac2r+2J(r)=-2\int_r^\infty u(r')^2\left(\frac1r-\frac1{r'}\right)dr'\le0 .$$

It dies off exponentially with the density. The exchange kernel $\varphi(\mathbf r)\varphi(\mathbf r')/|\mathbf r-\mathbf r'|$ also dies off exponentially in both positions. A distant electron is therefore free, and the continuum of $F$ starts at zero.

### The LUMO energy can be pushed down to zero

Take the normalized Gaussian $g=(2\alpha/\pi)^{3/4}e^{-\alpha r^2}$. Since $\nabla g=-2\alpha\mathbf r\,g$ and $\langle r^2\rangle=3/(4\alpha)$, its kinetic energy is

$$\tfrac12\,(4\alpha^2)\,\frac{3}{4\alpha}=\frac{3\alpha}{2}.$$

Let $s=\langle\varphi|g\rangle$ and remove the occupied part: $g_\perp=(g-s\varphi)/\sqrt{1-s^2}$. With $F\varphi=\varepsilon_{1s}\varphi$, the cross terms are $-2s\cdot s\varepsilon_{1s}$ and the last term is $+s^2\varepsilon_{1s}$, so

$$\langle g_\perp|F|g_\perp\rangle=\frac{\langle g|F|g\rangle-s^2\varepsilon_{1s}}{1-s^2}.$$

For small $\alpha$ the Gaussian is nearly constant over the atom. Then $s^2$ and the matrix elements of $V$ and $K$ are all proportional to $g(0)^2=(2\alpha/\pi)^{3/2}$, and

$$\langle g_\perp|F|g_\perp\rangle=\frac{3\alpha}{2}+O(\alpha^{3/2}).$$

In the space spanned by $\varphi$ and $g$, the two eigenvalues of $F$ are $\varepsilon_{1s}$ and this energy. By the min-max principle, adding functions can only lower the second eigenvalue of a fixed $F$. A sufficiently diffuse function thus brings it as close to zero as we like.

Numerically, $\alpha=0.004$ gives $8.38\times10^{-3}$ hartree, and $\alpha=0.001$ gives $1.81\times10^{-3}$. The excesses over $3\alpha/2$ are $2.38\times10^{-3}$ and $0.31\times10^{-3}$. Their ratio is about 7.7, close to the $4^{3/2}=8$ of the leading correction.

### It cannot go below zero

By the same principle, the second eigenvalue of $F$ in any basis is non-negative if $F$ has no bound state besides 1s. This needs a check for each angular momentum $l$.

**Case $l\ge1$.** Write the radial operator as $T_l-W_l$, with $W_l=|V|+K_l$. Both parts of $W_l$ are non-negative; for exchange, $\langle f|K|f\rangle$ is twice the electrostatic self-energy of the charge distribution $\varphi f$. Now replace $W_l$ by $\lambda W_l$ and raise $\lambda$ from 0 to 1. Each level that is bound at $\lambda=1$ must have crossed zero at some $\lambda<1$, where $T_lf=\lambda W_lf$. With $G_l=T_l^{-1}$ this reads $G_lW_lf=\lambda^{-1}f$. So each bound state supplies an eigenvalue of $G_lW_l$ greater than 1. These eigenvalues are those of $W_l^{1/2}G_lW_l^{1/2}$, and none is negative. The number of bound states therefore obeys

$$N_l\le{\rm Tr}(G_lW_l).$$

The zero-energy Green function solves

$$-\tfrac12G''+\frac{l(l+1)}{2r^2}G=\delta(r-r').$$

It has the form $C\,r_<^{l+1}r_>^{-l}$, where $r_<$ and $r_>$ are the smaller and larger of $r,r'$. Its slope must jump by $-2$ at $r=r'$. The jump is $C[-l-(l+1)]$, so $C=2/(2l+1)$. The multipole expansion of $1/|\mathbf r-\mathbf r'|$ gives, for an occupied s orbital,

$$K_l(r,r')=\frac{u(r)u(r')}{2l+1}\,\frac{r_<^l}{r_>^{l+1}} .$$

Multiplying the kernels and integrating,

$$N_l\le\frac{2}{2l+1}\int_0^\infty r|V|\,dr+\frac{2}{(2l+1)^2}\iint u(r)u(r')\left(\frac{r_<}{r_>}\right)^{2l+1}dr\,dr' .$$

Exchanging the order of integration in the first term gives $\int_0^\infty r|V|\,dr=2\int_0^\infty u^2\,(r'-\tfrac12r')\,dr'=\langle r\rangle$. For $l=1$ the Hartree-Fock orbital gives a local term of $\tfrac23\langle r\rangle=0.618$ and an exchange term of $0.127$, $0.745$ in total. (The program's radial grid gives $0.608$ for the local term and $0.738$ in total; the difference is a discretization error.) An integer no larger than either total is zero. Both terms decrease with $l$, so there are no bound orbitals for any $l\ge1$.

**Case $l=0$.** This channel contains the occupied orbital, so I count levels numerically. Drop the exponentially small interaction beyond a radius $R$. The outer region then contributes $\tfrac12\int_R^\infty|f'|^2dr\ge0$ to the energy of any radial function $f$. Omitting that term leaves the inner problem with a free boundary value, whose natural condition is $f'(R)=0$. Its number of negative levels is at least the number of bound s states. The program finds one negative level at each of the four radii from 20 to 160 bohr: the occupied 1s. This is a numerical demonstration, not a proof.

The two bounds together put the limit of the LUMO energy at zero. They hold for the Hartree-Fock-limit $F$. An actual calculation rebuilds $F$ from the occupied orbital of each basis, so the decrease must also be checked in self-consistent runs, as is done below.

### A discretized continuum level

Enclose the atom in a hard sphere of radius $R$. Outside the atom, the zero-energy s solution is a straight line proportional to $r-a$, which defines the scattering length $a$. At small wave number $k$ it becomes $\sin[k(r-a)]$ to leading order. The lowest unoccupied level that vanishes at the wall has $k(R-a)=\pi$, so

$$\varepsilon_{\rm LUMO}\simeq\frac{k^2}{2}=\frac{\pi^2}{2(R-a)^2}.$$

The zero-energy solution gives $a=1.482$ bohr. For $R=160$ bohr the formula yields

$$\frac{4.9348}{(158.518)^2}=1.964\times10^{-4}\ \text{hartree},$$

and diagonalization gives the same value to these digits. Between $R=20$ and $R=160$ bohr the level falls from $1.44\times10^{-2}$ to $1.96\times10^{-4}$ hartree. The probability of finding the electron within 5 bohr falls from 4.3% to 0.007%. (The program's sum over grid nodes extends to 5.09 bohr and gives 4.6% and 0.008%.) The energy is set by the wall.

### The same thing in a Gaussian basis

In a Gaussian basis the smallest exponent takes the part of the wall. I used s functions with exponents in the ratio 2 and extended the set downwards:

| $\alpha_{\min}$ (bohr$^{-2}$) | LUMO (hartree) | rms radius (bohr) |
|---:|---:|---:|
| $1.00\times10^{-1}$ | $1.66\times10^{-1}$ | 4.0 |
| $6.25\times10^{-3}$ | $7.24\times10^{-3}$ | 14.8 |
| $3.91\times10^{-4}$ | $4.15\times10^{-4}$ | 57.6 |
| $2.44\times10^{-5}$ | $2.54\times10^{-5}$ | 228.6 |

The LUMO energy falls from 4.52 eV to 0.0007 eV. Its final behaviour follows from scaling. Multiplying all exponents by $\lambda$ shrinks lengths by $\lambda^{-1/2}$ and multiplies kinetic energies by $\lambda$. A long ladder of fixed ratio keeps its shape under this change, so its lowest free-particle level is proportional to $\alpha_{\min}$. The last fourfold reduction of $\alpha_{\min}$ lowers the LUMO by a factor of 4.03.

The small remainder is the effect of the atom. Let $\phi_0$ be the lowest free state, with energy $\varepsilon_0$, and $\psi$ the corresponding state with the atom present. Just outside the atom $\psi\simeq\phi_0(0)(1-a/r)$, while $\phi_0$ is nearly constant. Multiply the equation for $\psi$ by $\phi_0$, that for $\phi_0$ by $\psi$, subtract, and integrate outside a small sphere of radius $\rho$. The outward normal of this region points towards the nucleus, which reverses the sign of the surface term:

$$(\varepsilon-\varepsilon_0)\int\phi_0\psi\,d^3r=\tfrac12\,4\pi\rho^2\left(\phi_0\psi'-\psi\phi_0'\right)\simeq2\pi\rho^2\,\phi_0(0)^2\frac{a}{\rho^2}.$$

For a state much wider than $a$ the integral on the left is close to 1, so

$$\varepsilon-\varepsilon_0\simeq2\pi a\,|\phi_0(0)|^2 .$$

For the hard sphere, $|\phi_0(0)|^2=\pi/(2R^3)$. The shift is then $\pi^2a/R^3$, which is the first-order term in $a$ of the sphere formula. The derivation uses solutions of the differential equation, so its use in a Gaussian basis assumes that the basis can follow $1-a/r$. At $\alpha_{\min}=3.91\times10^{-4}$ the levels are $\varepsilon=4.152\times10^{-4}$ and $\varepsilon_0=4.037\times10^{-4}$ hartree, and the shift returns $a=1.50$ bohr, against 1.48 bohr from the radial solution. About 97% of this LUMO energy is thus the free-particle level of the basis.

### Why the total energy gave no warning

The self-consistent procedure minimizes the total energy, which depends only on the occupied orbital, and that orbital is compact. The virtual orbitals are whatever the remaining functions allow:

| Basis | Total energy (hartree) | LUMO (hartree) |
|:--|---:|---:|
| cc-pVTZ | $-2.86115$ | 0.637 |
| cc-pVQZ | $-2.86151$ | 0.497 |
| aug-cc-pVTZ | $-2.86118$ | 0.111 |
| aug-cc-pVQZ | $-2.86152$ | 0.099 |

Augmenting cc-pVTZ changes the total energy by $3\times10^{-5}$ hartree and the LUMO energy by more than half a hartree. The two augmented LUMO values differ by only $0.012$ hartree, but the ladder shows that more diffuse functions take the level far below both. Agreement between two members of a basis family is not convergence if neither member reaches far out.

### Does orbital relaxation rescue the affinity?

No. I optimized the anion with unrestricted Hartree-Fock in the same s ladder. At $\alpha_{\min}=0.1$, $E({\rm He}^-)-E({\rm He})$ changes from 0.16628 hartree with frozen orbitals to 0.16602 with relaxed ones. At $\alpha_{\min}=3.91\times10^{-4}$ both are $4.15\times10^{-4}$ hartree. The extra electron has moved so far away that the atom scarcely responds.

There is a general reason why a negative value cannot be the limit. If $E(N+1)$ means the lowest energy that $N+1$ electrons can approach, one electron may be placed far away with vanishing kinetic energy. Then $E(N+1)\le E(N)$ and $A\ge0$. A negative "affinity" can have a physical meaning as minus the energy of a temporary anion, a resonance. Such a state keeps a large amplitude near the molecule, and it has to be separated from the continuum levels around it. The helium level above does the opposite: its amplitude near the atom disappears as the space grows.

### Water

For water with O–H 0.96 Å and angle 104.5°, aug-cc-pVDZ gives a LUMO at 0.0354 hartree. With two, four and six diffuse s and p shells added on oxygen, it falls to $8.6\times10^{-3}$, $8.2\times10^{-4}$ and $7.8\times10^{-5}$ hartree.

Here the limit is not precisely zero, because the dipole moment $D$ of the molecule exceeds the threshold for binding an electron. Measuring $\theta$ from the negative end of the dipole, a distant electron has the potential energy $D\cos\theta/r^2$. Let $\Lambda$ be the lowest eigenvalue of the angular operator $L^2+2D\cos\theta$. At zero energy the radial function $f$ obeys

$$-f''+\frac{\Lambda}{r^2}f=0 .$$

Inserting $f=r^p$ gives $p(p-1)=\Lambda$, so $p=\tfrac12\pm\sqrt{\tfrac14+\Lambda}$. If $\Lambda<-\tfrac14$, then $p=\tfrac12\pm i\nu$ with $\nu=\sqrt{-\Lambda-\tfrac14}$, and the real solutions are

$$f=\sqrt r\,\cos(\nu\ln r+\text{const}).$$

They have infinitely many nodes. Confined between two successive nodes, the electron has lowest energy zero; a slightly wider interval makes it negative. Infinitely many such intervals fit side by side at large distance, where the shorter-ranged parts of $F$ are negligible. Hence $F$ has infinitely many bound virtual orbitals.

The condition $\Lambda=-\tfrac14$ is reached at $D=0.639$ e bohr. In the largest basis above, the Hartree-Fock dipole of water is 0.790 e bohr, with $\Lambda=-0.368$, so water is beyond the threshold. The dipole is not converged to these digits: aug-cc-pVTZ gives 0.781 e bohr and $\Lambda=-0.360$, which is still beyond the threshold and leaves the order of magnitude below unchanged. But $\nu=\sqrt{0.118}\approx0.34$, and successive nodes are separated by a factor $e^{\pi/\nu}\sim10^4$ in $r$. This suggests a binding orbital of enormous extent and minute binding energy, far outside the reach of the functions used here; I have not computed that energy. It is a property of the fixed-nuclei Hartree-Fock model and does not predict a stable water anion.

### Reading a LUMO energy

Add diffuse functions and watch both the energy and the radius. If the energy settles at a clearly negative value and the radius stays finite, the orbital is bound, and $-\varepsilon_{\rm LUMO}$ is a meaningful frozen-orbital estimate. It still lacks relaxation and correlation, including the dynamic polarization of the target by the added electron. If the energy keeps falling towards zero while the radius grows, the number depends on the reach of the basis and is not a converged affinity. This pattern alone does not exclude a very weakly bound orbital further out, as the dipole argument for water shows. The numerical check covers both the helium and the water calculations.

## Table of computed values

```
He RHF: basis, total energy, HOMO, LUMO (hartree)
  cc-pvdz      -2.855160 -0.91415 1.39744
  cc-pvtz      -2.861153 -0.91763 0.63664
  cc-pvqz      -2.861514 -0.91785 0.49653
  aug-cc-pvdz  -2.855705 -0.91712 0.17437
  aug-cc-pvtz  -2.861183 -0.91787 0.11054
  aug-cc-pvqz  -2.861522 -0.91793 0.09875
He s ladder: alpha_min (bohr^-2), LUMO (hartree), rms radius (bohr)
  1.000e-01 1.6628e-01 4.0
  2.500e-02 3.2648e-02 7.7
  6.250e-03 7.2419e-03 14.8
  1.563e-03 1.7085e-03 29.1
  3.906e-04 4.1517e-04 57.6
  9.766e-05 1.0234e-04 114.6
  2.441e-05 2.5408e-05 228.6
LUMO ratio for last fourfold exponent cut: 4.028
first, last ladder LUMO: 4.5247, 6.914e-04 eV
E(He-)-E(He): alpha_min (bohr^-2), frozen, relaxed (hartree)
  1.000e-01 1.66279e-01 1.66017e-01
  6.250e-03 7.24190e-03 7.24186e-03
  3.906e-04 4.15167e-04 4.15167e-04
He in sphere: R (bohr), LUMO (hartree), probability r<5 bohr,
  second level with free boundary value (hartree)
    20 1.43778e-02 4.627e-02 3.59699e-03
    40 3.32588e-03 5.423e-03 8.31536e-04
    80 8.00444e-04 6.479e-04 2.00113e-04
   160 1.96388e-04 7.896e-05 4.90970e-05
He grid total energy, 1s energy: -2.861680, -0.917956 hartree
He ladder total energy: -2.861581 hartree
l=1 bound-state trace: local 0.6081 + exchange 0.1294 = 0.7375
lowest l=1 level, R=20 bohr, free boundary: 0.00940 hartree
scattering length, zero-energy solution: 1.4824 bohr
scattering length, LUMO in R=160 sphere: 1.4823 bohr
scattering length, Gaussian ladder shift: 1.504 bohr
  free level in that ladder: 4.0370e-04 hartree
sphere law at R=160 bohr: 1.96388e-04 hartree
trial Gaussian alpha=0.004 bohr^-2: energy 8.37711e-03, 3alpha/2 6.00000e-03 hartree
trial Gaussian alpha=0.001 bohr^-2: energy 1.80763e-03, 3alpha/2 1.50000e-03 hartree
water: O-H 0.96 angstrom, angle 104.5 degrees
water aug-cc-pVDZ + diffuse sp shells on O: shells, LUMO (hartree)
  0 3.5389e-02
  2 8.5579e-03
  4 8.1573e-04
  6 7.7913e-05
water RHF dipole 0.7898, critical dipole 0.6393 e bohr
lowest angular eigenvalue for water: -0.3677
```
